# The Thomas–Reiche–Kuhn sum rule: proof, conditions and numerical tests, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used, \(\hbar = m = e = 4\pi\varepsilon_0 = 1\), so lengths are in bohr and energies in hartree (1 hartree = 27.2114 eV). The electron has charge \(-1\). The \(N\) electrons have positions \(\mathbf r_i\) with Cartesian components \(x_{ia}\) (\(a = 1,2,3\)) and momenta \(p_{ia} = -i\,\partial/\partial x_{ia}\). The nuclei are held at fixed positions. The Hamiltonian is
\[
H = \sum_{i=1}^{N} \tfrac12\,\boldsymbol\pi_i^2 + V(\mathbf r_1,\dots,\mathbf r_N), \qquad \boldsymbol\pi_i = \mathbf p_i + \mathbf A(\mathbf r_i), \tag{1}
\]
where \(\mathbf A\) is the vector potential of a static magnetic field, if there is one, and \(V\) is a real function of the positions that multiplies the wave function. \(V\) may also be a Hermitian matrix in the spins. It contains the attraction to the nuclei, the repulsion between electrons and any static external field. The operator that couples to light of long wavelength is
\[
D_a = \sum_{i=1}^{N} x_{ia},
\]
the electric dipole moment of the electrons being \(-D_a\). The eigenstates of \(H\) are \(|n\rangle\) with energies \(E_n\), and \(|0\rangle\) denotes the normalized bound eigenstate in which the system starts. It need not be the ground state. The oscillator strength for light polarized along \(a\) is defined as
\[
f^{\,a}_{n0} = 2\,(E_n - E_0)\,\bigl|\langle n|D_a|0\rangle\bigr|^2 , \tag{2}
\]
and the sum rule states that
\[
S_a \equiv \sum_n f^{\,a}_{n0} = N \tag{3}
\]
for each direction \(a\) separately. The sign \(\sum_n\) means a sum over the discrete states plus an integral over the continua.

The definition (2) comes from the response to an oscillating field. A field \(F\cos\omega t\) along \(a\) adds \(+F D_a\cos\omega t\) to \(H\), since the energy of a dipole \(d=-D_a\) is \(-dF\cos\omega t\). Write \(|\psi\rangle = e^{-iE_0t}\bigl(|0\rangle + \sum_n c_n|n\rangle\bigr)\), \(\omega_n = E_n - E_0\) and \(D_{n0} = \langle n|D_a|0\rangle\). To first order in \(F\) the Schrödinger equation projected on \(\langle n|\) is \(i\dot c_n = \omega_n c_n + F D_{n0}\cos\omega t\). A trial term \(\alpha\, e^{\mp i\omega t}\) gives \(\pm\omega\alpha = \omega_n\alpha + FD_{n0}/2\), so the steady solution is
\[
c_n = -\frac{F D_{n0}}{2}\left[\frac{e^{-i\omega t}}{\omega_n-\omega} + \frac{e^{i\omega t}}{\omega_n+\omega}\right].
\]
The induced dipole is \(-2\,\mathrm{Re}\sum_n D_{n0}^*c_n\), and the real part of each exponential is \(\cos\omega t\). Adding the two fractions gives \(2\omega_n/(\omega_n^2-\omega^2)\), so
\[
d_{\rm ind}(t) = F\cos\omega t\sum_n \frac{2\omega_n|D_{n0}|^2}{\omega_n^2-\omega^2} = F\cos\omega t\sum_n\frac{f^{\,a}_{n0}}{\omega_n^2-\omega^2}. \tag{4}
\]
A classical electron on a spring of frequency \(\omega_0\) obeys \(\ddot x = -\omega_0^2x - F\cos\omega t\), has the steady motion \(x = -F\cos\omega t/(\omega_0^2-\omega^2)\) and the dipole \(+F\cos\omega t/(\omega_0^2-\omega^2)\). Each transition therefore responds like \(f_{n0}\) classical electrons on springs tuned to \(\omega_n\). When \(\omega\) is far above the transition frequencies that carry appreciable strength, (4) becomes \(-S_aF\cos\omega t/\omega^2\), while \(N\) free classical electrons give \(-NF\cos\omega t/\omega^2\). The sum rule says that electrons shaken too fast to feel their binding respond as free electrons.

The proof evaluates one operator, the double commutator \([D_a,[H,D_a]]\), in two ways. The first uses only the form of \(H\). The basic commutator follows from the product rule: \([x_{ia},p_{jb}]\psi = -i\,x_{ia}\,\partial_{jb}\psi + i\,\partial_{jb}(x_{ia}\psi) = i\,\delta_{ij}\delta_{ab}\,\psi\). Since \(\mathbf A(\mathbf r_j)\) is a function of position, it commutes with \(x_{ia}\), and the kinetic momentum obeys the same relation:
\[
[x_{ia},\pi_{jb}] = i\,\delta_{ij}\delta_{ab}, \qquad [\pi_{jb},x_{ia}] = -i\,\delta_{ij}\delta_{ab}. \tag{5}
\]
The potential multiplies the wave function by its value at the same configuration, and so does \(D_a\); two multiplications can be done in either order, and \(D_a\) does nothing to the spins, so
\[
[V,D_a] = 0. \tag{6}
\]
This is the only algebraic property of \(V\) that the proof uses. For the kinetic energy one needs the identity \([PQ,R] = P[Q,R] + [P,R]Q\), which is checked by expanding the right side, \(PQR - PRQ + PRQ - RPQ\). With \(P = Q = \pi_{jb}\),
\[
[\pi_{jb}^2, x_{ia}] = \pi_{jb}[\pi_{jb},x_{ia}] + [\pi_{jb},x_{ia}]\pi_{jb} = -2i\,\delta_{ij}\delta_{ab}\,\pi_{jb}.
\]
Multiplying by \(\tfrac12\), summing over \(j\), \(b\) and \(i\), and using (6),
\[
[H,D_a] = -i\,\Pi_a, \qquad \Pi_a = \sum_{i=1}^N \pi_{ia}. \tag{7}
\]
Through the Heisenberg equation \(\dot D_a = i[H,D_a] = \Pi_a\), this says that the velocity of each electron is its kinetic momentum over its mass. A second commutator gives
\[
[D_a,[H,D_b]] = -i\sum_{i,j}[x_{ia},\pi_{jb}] = (-i)(i)\sum_{i,j}\delta_{ij}\,\delta_{ab} = N\,\delta_{ab}. \tag{8}
\]
Of the \(N^2\) pairs \((i,j)\) only the \(N\) with \(i=j\) survive, which is why the answer is \(N\) and not \(N^2\). The result is a number, the same in every state.

The second evaluation uses only the eigenstates. Dropping the index \(a\),
\[
[D,[H,D]] = D(HD - DH) - (HD-DH)D = 2DHD - D^2H - HD^2 .
\]
In the state \(|0\rangle\), the term \(D^2H\) gives \(E_0\langle 0|D^2|0\rangle\) because \(H|0\rangle = E_0|0\rangle\), and \(HD^2\) gives the same when \(H\) is turned to act on the left, \(\langle 0|H = E_0\langle 0|\). Hence
\[
\langle 0|[D,[H,D]]|0\rangle = 2\,\langle 0|D\,(H-E_0)\,D|0\rangle = 2\,\langle\phi|(H-E_0)|\phi\rangle, \qquad |\phi\rangle = D|0\rangle. \tag{9}
\]
If the eigenstates of \(H\) are complete, \(|\phi\rangle = \sum_n|n\rangle\langle n|D|0\rangle\). If \(\phi\) is a function on which \(H\) may act as a self-adjoint operator, then \(H\) acts term by term, \((H-E_0)|\phi\rangle = \sum_n(E_n-E_0)|n\rangle\langle n|D|0\rangle\), and the scalar product with \(\langle\phi|\), for which \(\langle\phi|n\rangle = \langle n|D|0\rangle^*\), gives
\[
2\,\langle\phi|(H-E_0)|\phi\rangle = \sum_n 2\,(E_n-E_0)\,|\langle n|D|0\rangle|^2 = S. \tag{10}
\]
Equations (8), (9) and (10) together give \(S_a = N\), which is (3). With constants restored, \([x,p]=i\hbar\) and the kinetic energy \(\pi^2/2m\) turn (7) into \(-i\hbar\Pi_a/m\) and (8) into \(N\hbar^2/m\), so the dimensionless quantity that sums to \(N\) is \(f = 2m(E_n-E_0)|\langle n|D_a|0\rangle|^2/\hbar^2\).

The two steps in which \(H\) was moved or expanded hide integrations by parts, and a version of the argument in coordinates shows where the boundaries enter. Take \(\mathbf A = 0\) and a real eigenfunction \(\psi\). By (7), \((H-E_0)D\psi = [H,D]\psi + D(H-E_0)\psi = -\sum_i\partial_{ia}\psi\). Then
\[
2\langle\phi|(H-E_0)|\phi\rangle = -2\int D\,\psi\sum_i\partial_{ia}\psi = -\sum_i\int D\,\partial_{ia}(\psi^2) = \sum_i\int\psi^2\,\partial_{ia}D = N, \tag{11}
\]
where \(\partial_{ia}D = 1\) and the surface term \(D\psi^2\) has been dropped. It vanishes for a bound state that decays exponentially and for a state that is zero on a hard wall. For atoms and molecules \(\phi = D\psi\) is normalizable for the same reason, and \(H\phi = E_0\phi - \sum_i\partial_{ia}\psi\) is normalizable because \(\psi\) has finite kinetic energy. The Coulomb singularities cause no trouble, since \(V\) has cancelled.

The assumptions can now be listed. First, the potential is local: it commutes with every position operator, as in (6). Second, the only terms of second or higher degree in the momenta are \(\sum_i p_i^2/2\), with the bare electron mass; terms of first degree are allowed. Third, \(H\) is independent of time and self-adjoint, which requires a real (Hermitian) \(V\) that is not too singular, and the sum runs over its whole spectrum. Fourth, \(D|0\rangle\) is normalizable and satisfies the boundary conditions that define \(H\). Fifth, the nuclei are fixed. Nothing else is needed. \(V\) need not be central, need not be a sum of one-electron terms, need not be Coulombic and need not be weak; the rule is exact for correlated electrons.

Several features of the sum follow at once. The term \(n=0\), and any state degenerate with \(|0\rangle\), contributes nothing because of the factor \(E_n-E_0\). Moving the origin changes \(D\) by a constant, which has no matrix element between orthogonal states, so no \(f\) changes. The operator \(D\) is symmetric under exchange of electrons, so \(D|0\rangle\) is antisymmetric when \(|0\rangle\) is, and completeness is needed only among antisymmetric states: the Pauli principle does not alter the total. From the ground state all \(f\) are positive or zero, so no single line can exceed \(N\). From an excited state the downward transitions have negative \(f\), and the upward ones add to \(N\) plus the magnitude of these negative terms (exactly \(N\) when every downward matrix element vanishes, as from hydrogen 2s, where the element to 1s is zero by parity); the negative terms must not be left out. For randomly oriented molecules one uses the mean over directions, \(f_{n0} = \tfrac13\sum_af^{\,a}_{n0} = \tfrac23(E_n-E_0)\sum_a|\langle n|D_a|0\rangle|^2\), which sums to \(N\) because each direction does. The factor is 2 with one component and \(2/3\) with the three added; mixing the two gives \(N/3\) or \(3N\).

One limiting case puts the whole sum into one line. Let the electrons sit in a harmonic well \(\tfrac12\omega_0^2\sum_i r_i^2\), with \(\mathbf A=0\), and interact by any forces that depend only on the differences \(\mathbf r_i-\mathbf r_j\). Since \([V,p_{ia}] = i\,\partial_{ia}V\), one has \([H,\Pi] = i\sum_i\partial_{ia}V\). A function of differences does not change when all electrons are shifted together, so the interaction drops out of \(\sum_i\partial_{ia}V\), and \([H,\Pi] = i\omega_0^2D\). For \(B = \omega_0D - i\Pi\), equation (7) then gives \([H,B] = -i\omega_0\Pi + \omega_0^2D = \omega_0B\), so \(B\) raises the energy by \(\omega_0\), and the adjoint relation \([H,B^\dagger] = -\omega_0B^\dagger\) shows that \(B^\dagger\) lowers it. There is no state below the ground state, so \(B^\dagger|0\rangle = 0\), and \(D|0\rangle = (B+B^\dagger)|0\rangle/2\omega_0 = B|0\rangle/2\omega_0\) is itself an eigenstate with energy \(E_0+\omega_0\). The sum has a single term, \(f = N\), whatever the interaction: the system is exactly \(N\) classical oscillators.

Hydrogen spreads the strength out. The ground state is \(\psi_{1s} = \pi^{-1/2}e^{-r}\) with \(E=-\tfrac12\). The state \(\psi_{2p} = (32\pi)^{-1/2}z\,e^{-r/2}\) is normalized, because the angular mean of \(z^2\) is \(r^2/3\) and \(\int z^2e^{-r}d^3r = \tfrac{4\pi}{3}\int_0^\infty r^4e^{-r}dr = \tfrac{4\pi}{3}\cdot 24 = 32\pi\). It is an eigenstate, because \(\nabla^2(zg) = z(g''+4g'/r)\) for radial \(g\), which for \(g=e^{-r/2}\) is \(zg(\tfrac14 - 2/r)\), so that \(-\tfrac12\nabla^2 - 1/r\) gives \(-\tfrac18\). With \(\int_0^\infty r^4e^{-\beta r}dr = 24/\beta^5\) and \(\beta = \tfrac32\),
\[
\langle 2p|z|1s\rangle = \frac{1}{\pi\sqrt{32}}\cdot\frac{4\pi}{3}\cdot 24\left(\frac23\right)^5 = \frac{32}{\sqrt{32}}\cdot\frac{32}{243} = \frac{128\sqrt2}{243} = 0.744936\ \text{bohr}.
\]
The gap is \(\tfrac38 = 0.375\) hartree (10.204 eV), and
\[
f = 2\cdot\frac38\cdot\frac{2\cdot128^2}{243^2} = \frac34\cdot\frac{2^{15}}{3^{10}} = \frac{2^{13}}{3^9} = 0.416197 .
\]
The remaining strengths were obtained by diagonalizing the radial s and p Hamiltonians in a sphere of radius 300 bohr, which turns the continuum into closely spaced levels. The first four lines add to \(0.41620+0.07910+0.02899+0.01394 = 0.53823\), and all negative-energy levels to 0.565; the sphere blurs the threshold by about one level spacing, and a level there carries a strength of about 0.002, so the third decimal of that figure depends slightly on the radius chosen. The continuum holds 0.435. A sum over spectral lines alone therefore falls far short of \(N\), because the bound states of a Coulomb potential are not a complete set.

The role of the interaction is seen in a model that can be diagonalized completely, two electrons on a line with
\[
V = -\frac{2}{\sqrt{x_1^2+1}} - \frac{2}{\sqrt{x_2^2+1}} + \frac{\lambda}{\sqrt{(x_1-x_2)^2+1}},
\]
where the nuclear charge 2 and the softening length 1 bohr are chosen inputs and \(\lambda\) is 0 or 1. A grid of spacing 0.5 bohr over \(|x|\le12\) bohr gives 1225 spin-singlet states (symmetric spatial functions), which are the only ones that \(D = x_1+x_2\) reaches from a singlet. With \(\lambda=1\) the two lowest have energies \(-2.23828\) and \(-1.70463\) hartree, a gap of 0.53365 hartree, and \(|\langle1|D|0\rangle| = 1.10702\) bohr, so \(f_{10} = 2\times0.53365\times1.10702^2 = 1.30797\). States below the ionization threshold at \(-1.48346\) hartree carry 1.5635 and those above it 0.4365 on this grid, in total 2.00000. The finite box confines the diffuse states. It affects \(f_{10}\) in the third decimal, so the further digits belong to this grid, and the split should not be read as the bound and continuum shares of the unconfined model; only the total is tested. With \(\lambda=0\) the two energies are \(-2.96691\) and \(-2.25561\) hartree and \(f_{10} = 1.85699\) (1.85706 at a spacing of 0.3 bohr), and the total is again 2.00000. The repulsion moves strength from one transition to another and leaves the sum alone. From the first excited singlet at \(\lambda=1\), the downward transition has \(f=-1.30797\), the negative of the upward value since only the sign of the energy difference changes, and the upward transitions add to 3.30797, so the sum is once more 2.00000.

Each assumption can be tested by giving it up. Terms of first degree in the momentum are harmless. For \(\mathbf g(\mathbf r)\cdot\mathbf p\), where \(\mathbf g\) depends on positions and possibly on spin, \([\mathbf g\cdot\mathbf p,x] = \sum_bg_b[p_b,x] = -ig_x\), and the opposite ordering \(\mathbf p\cdot\mathbf g\) gives the same. This is a function of position, so the second commutator with \(x\) is zero. The spin–orbit term is of this kind, because \(\xi(r)\,\mathbf L\cdot\mathbf S = \xi(r)\,(\mathbf r\times\mathbf p)\cdot\mathbf S = \xi(r)\,(\mathbf S\times\mathbf r)\cdot\mathbf p\) by the cyclic property of the triple product. It changes the velocity operator (7) but not the sum rule, so a velocity-dependent term of first degree in the momentum leaves the total at \(N\).

The sum rule has been proved for local potentials and the ordinary quadratic kinetic energy, whatever the interaction between the electrons, and terms of first degree in the momentum leave the total at \(N\). It remains to give up the other assumptions, on the kinetic energy, the fixed nuclei, the boundary conditions and the locality of the potential, and to explain the values 16 and 23 for formaldehyde.

Numbers in the example were calculated in double precision.
